# The Error Bound of Incomplete Cholesky Decomposition for Repulsion Integrals: verification in Python

```python
"""Error bound for incomplete Cholesky decomposition of repulsion integrals.

Result under test: V[i,j] = (pq|rs), with pair labels i=(pq), j=(rs), is
positive semidefinite. If Cholesky steps stop when no diagonal element of
R = V - L L^T exceeds a threshold, then every |R[i,j]| is at most delta,
the largest diagonal element of R, and delta itself is attained.
L: Cholesky vectors as columns; pivots: pair labels chosen in the steps.
Integrals and energies are in hartree, lengths in bohr unless stated.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo

ROUNDING = 1e-10  # allowance for accumulated double-precision rounding


def incomplete_cholesky(matrix, threshold, largest_first=True):
    """Return vectors, pivots and the residual diagonal kept by recursion."""
    diagonal = matrix.diagonal().copy()
    vectors = np.zeros((len(matrix), 0))
    pivots = []
    while diagonal.max() > threshold:
        if largest_first:
            k = int(np.argmax(diagonal))
        else:
            k = int(np.flatnonzero(diagonal > threshold)[0])
        assert k not in pivots
        column = matrix[:, k] - vectors @ vectors[k]
        column /= np.sqrt(diagonal[k])
        vectors = np.column_stack([vectors, column])
        diagonal -= column**2
        pivots.append(k)
    return vectors, pivots, diagonal


# Small model: two s Gaussians, three pair densities.
exponents = [1.0, 0.4]
distance = 1.4
positions = [0.0, distance]
model = gto.M(
    atom=[["H1", (0, 0, 0)], ["H2", (0, 0, distance)]],
    unit="Bohr", verbose=0,
    basis={"H1": [[0, [exponents[0], 1.0]]],
           "H2": [[0, [exponents[1], 1.0]]]})
V_model = model.intor("int2e", aosym="s4")

# Each pair density is one Gaussian: charge, exponent and centre.
pair_data = []
for p, q in [(0, 0), (1, 0), (1, 1)]:
    a, b = exponents[p], exponents[q]
    total = a + b
    separation = positions[p] - positions[q]
    charge = ((4 * a * b / np.pi**2)**0.75 * (np.pi / total)**1.5
              * np.exp(-a * b / total * separation**2))
    centre = (a * positions[p] + b * positions[q]) / total
    pair_data.append((charge, total, centre))

# Coulomb inner product by quadrature in Fourier space, angles averaged.
V_fourier = np.zeros((3, 3))
for i, (qi, ai, ci) in enumerate(pair_data):
    for j, (qj, aj, cj) in enumerate(pair_data):
        def integrand(k):
            damping = np.exp(-k * k * (1 / ai + 1 / aj) / 4)
            return damping * np.sinc(k * abs(ci - cj) / np.pi)
        value = quad(integrand, 0, np.inf, epsabs=1e-12, epsrel=1e-11)[0]
        V_fourier[i, j] = 2 / np.pi * qi * qj * value
fourier_difference = np.abs(V_fourier - V_model).max()
assert fourier_difference < 1e-9

model_threshold = 0.01
L_model, model_pivots, _ = incomplete_cholesky(V_model, model_threshold)
assert model_pivots == [0, 2]
R_one = V_model - L_model[:, :1] @ L_model[:, :1].T
R_two = V_model - L_model @ L_model.T
assert np.abs(R_two).max() <= model_threshold


# Least self-repulsion of density 21 minus a mixture of the two pivots.
def self_repulsion(c):
    x = np.array([-c[0], 1.0, -c[1]])
    return x @ V_fourier @ x


best_fit = minimize(self_repulsion, [0.0, 0.0], method="BFGS",
                    options={"gtol": 1e-7})
assert abs(best_fit.fun - R_two[1, 1]) < 1e-8

# One elimination step equals minimization along the pivot direction.
rng = np.random.default_rng(4)
for _ in range(5):
    x = rng.normal(size=3)
    line = minimize(lambda t: (x + [t[0], 0, 0]) @ V_model
                    @ (x + [t[0], 0, 0]), [0.0], options={"gtol": 1e-7})
    assert abs(line.fun - x @ R_one @ x) < 1e-8

print("MODEL: two s Gaussians")
print(f"exponents: {exponents[0]:.1f}, {exponents[1]:.1f} bohr^-2")
print(f"distance: {distance:.1f} bohr")
print(f"threshold: {model_threshold:.2f} hartree")
names = ["11", "21", "22"]
print("pivot order:", ", ".join(names[k] for k in model_pivots))
print("integral: V, R after 1, R after 2 vectors (hartree)")
for i in range(3):
    for j in range(i + 1):
        # Adding zero after rounding removes a possible minus sign on zero.
        r1 = round(R_one[i, j], 6) + 0.0
        r2 = round(R_two[i, j], 6) + 0.0
        print(f"({names[i]}|{names[j]}): {V_model[i, j]:.6f}"
              f" {r1:.6f} {r2:.6f}")
schwarz_one = np.sqrt(R_one[1, 1] * R_one[2, 2])
assert abs(R_one[1, 2]) <= schwarz_one
print(f"bound on (22|21) after 1: {schwarz_one:.6f} hartree")
print(f"fitted coefficients of 11, 22: {best_fit.x[0]:.4f},"
      f" {best_fit.x[1]:.4f}")
print(f"least self-repulsion: {best_fit.fun:.6f} hartree")
print(f"Fourier check, max difference: {fourier_difference:.1e} hartree")

# Water molecule.
atoms = [["O", (0.0, 0.0, 0.0)], ["H", (0.0, 0.757, 0.587)],
         ["H", (0.0, -0.757, 0.587)]]
water = gto.M(atom=atoms, unit="Angstrom", basis="cc-pvdz", verbose=0)
V = water.intor("int2e", aosym="s4")
number_functions = water.nao
number_pairs = len(V)
lowest_eigenvalue = np.linalg.eigvalsh(V)[0]
assert lowest_eigenvalue > -1e-12

mean_field = scf.RHF(water)
mean_field.conv_tol = 1e-10
mean_field.kernel()
assert mean_field.converged
density = mean_field.make_rdm1()
rows, columns = np.tril_indices(number_functions)
d = density[rows, columns] * np.where(rows == columns, 1.0, 2.0)
coulomb_energy = 0.5 * d @ V @ d
direct_energy = 0.5 * np.sum(density * mean_field.get_j(dm=density))
assert abs(coulomb_energy - direct_energy) < 1e-8

print("WATER: RHF/cc-pVDZ")
for symbol, xyz in atoms:
    print(f"{symbol}: {xyz[0]:.3f} {xyz[1]:.3f} {xyz[2]:.3f} angstrom")
print(f"basis functions: {number_functions}, pairs: {number_pairs}")
print(f"largest integral: {np.abs(V).max():.4f} hartree")
print(f"lowest eigenvalue of V: {lowest_eigenvalue:.1e} hartree")
print(f"Coulomb energy: {coulomb_energy:.6f} hartree")
print("columns: threshold, vectors, delta, max error,")
print("  max off-diagonal error, Coulomb energy error")
print("  (all but vectors in hartree)")
saved = {}
for threshold in [1e-2, 1e-4, 1e-6, 1e-8]:
    L, pivots, diagonal = incomplete_cholesky(V, threshold)
    R = V - L @ L.T
    delta = diagonal.max()
    max_error = np.abs(R).max()
    off_error = np.abs(R - np.diag(R.diagonal())).max()
    assert max_error <= threshold + ROUNDING
    assert abs(max_error - delta) < ROUNDING
    roots = np.sqrt(np.clip(diagonal, 0, None))
    assert np.all(np.abs(R) <= np.outer(roots, roots) + ROUNDING)
    assert np.abs(R[pivots]).max() < ROUNDING
    energy_error = 0.5 * d @ R @ d
    tight_bound = 0.5 * (np.abs(d) @ roots)**2
    loose_bound = 0.5 * delta * np.abs(d).sum()**2
    assert -ROUNDING < energy_error <= tight_bound + ROUNDING
    assert tight_bound <= loose_bound + ROUNDING
    saved[threshold] = (R, pivots, delta, energy_error,
                        tight_bound, loose_bound)
    print(f"{threshold:.0e} {len(pivots)} {delta:.4e} {max_error:.4e}"
          f" {off_error:.4e} {energy_error:.3e}")

# The residual is what remains after projection onto the pivot densities.
R, pivots = saved[1e-2][:2]
projected = V[:, pivots] @ np.linalg.solve(V[np.ix_(pivots, pivots)],
                                         V[pivots])
assert np.abs(V - projected - R).max() < ROUNDING

# Energy bounds, another pivot order and molecular-orbital integrals.
R, pivots, delta, energy_error, tight_bound, loose_bound = saved[1e-4]
print("DETAILS at threshold 1e-04 hartree")
print(f"Coulomb energy error: {energy_error:.3e} hartree")
print(f"its bound from all diagonals: {tight_bound:.3e} hartree")
print(f"its bound from delta alone: {loose_bound:.3e} hartree")

L_first, pivots_first, _ = incomplete_cholesky(V, 1e-4, False)
error_first = np.abs(V - L_first @ L_first.T).max()
assert error_first <= 1e-4 + ROUNDING
print(f"vectors, largest pivot first: {len(pivots)}")
print(f"vectors, first allowed pivot: {len(pivots_first)}")
print(f"max error, first allowed pivot: {error_first:.4e} hartree")

C = mean_field.mo_coeff
R_orbital = ao2mo.restore(1, R, number_functions)
for _ in range(4):
    # Transform the first index and move it to the end.
    R_orbital = np.tensordot(R_orbital, C, axes=(0, 0))
orbital_error = np.abs(R_orbital).max()
norms = np.abs(C).sum(axis=0)
norm_products = np.einsum("i,j,k,l->ijkl", norms, norms, norms, norms)
assert np.all(np.abs(R_orbital) <= delta * norm_products + ROUNDING)
print(f"delta: {delta:.4e} hartree")
print(f"max orbital-integral error: {orbital_error:.4e} hartree")
print(f"largest coefficient 1-norm: {norms.max():.3f}")

# Without semidefiniteness the same stopping test gives no error bound.
indefinite = np.array([[0.5e-3, 2.0e-3], [2.0e-3, 0.5e-3]])
bad_threshold = 1e-3
L_bad, pivots_bad, diagonal_bad = incomplete_cholesky(
    indefinite, bad_threshold)
bad_error = np.abs(indefinite - L_bad @ L_bad.T).max()
bad_eigenvalue = np.linalg.eigvalsh(indefinite)[0]
assert bad_eigenvalue < 0 and bad_error > bad_threshold
print("INDEFINITE 2x2 MATRIX (dimensionless)")
print(f"diagonal, off-diagonal: {indefinite[0, 0]:.1e},"
      f" {indefinite[0, 1]:.1e}")
print(f"threshold: {bad_threshold:.1e}, vectors: {len(pivots_bad)}")
print(f"lowest eigenvalue: {bad_eigenvalue:.1e}")
print(f"largest diagonal: {diagonal_bad.max():.1e},"
      f" max error: {bad_error:.1e}")

print("checks complete")
```

Running it gives:

```
MODEL: two s Gaussians
exponents: 1.0, 0.4 bohr^-2
distance: 1.4 bohr
threshold: 0.01 hartree
pivot order: 11, 22
integral: V, R after 1, R after 2 vectors (hartree)
(11|11): 1.128379 0.000000 0.000000
(21|11): 0.481111 0.000000 0.000000
(21|21): 0.227190 0.022058 0.007671
(22|11): 0.618228 0.000000 0.000000
(22|21): 0.337040 0.073444 0.000000
(22|22): 0.713650 0.374929 0.000000
bound on (22|21) after 1: 0.090940 hartree
fitted coefficients of 11, 22: 0.3190, 0.1959
least self-repulsion: 0.007671 hartree
Fourier check, max difference: 1.1e-14 hartree
WATER: RHF/cc-pVDZ
O: 0.000 0.000 0.000 angstrom
H: 0.000 0.757 0.587 angstrom
H: 0.000 -0.757 0.587 angstrom
basis functions: 24, pairs: 300
largest integral: 4.7383 hartree
lowest eigenvalue of V: -2.1e-17 hartree
Coulomb energy: 46.899904 hartree
columns: threshold, vectors, delta, max error,
  max off-diagonal error, Coulomb energy error
  (all but vectors in hartree)
1e-02 61 9.9835e-03 9.9835e-03 5.1095e-03 3.133e-03
1e-04 121 9.4606e-05 9.4606e-05 5.3098e-05 8.867e-05
1e-06 185 9.6235e-07 9.6235e-07 7.6852e-07 1.453e-07
1e-08 248 7.1959e-09 7.1959e-09 6.0038e-09 1.769e-09
DETAILS at threshold 1e-04 hartree
Coulomb energy error: 8.867e-05 hartree
its bound from all diagonals: 6.601e-04 hartree
its bound from delta alone: 1.727e-02 hartree
vectors, largest pivot first: 121
vectors, first allowed pivot: 143
max error, first allowed pivot: 7.0072e-05 hartree
delta: 9.4606e-05 hartree
max orbital-integral error: 9.0704e-04 hartree
largest coefficient 1-norm: 10.300
INDEFINITE 2x2 MATRIX (dimensionless)
diagonal, off-diagonal: 5.0e-04, 2.0e-03
threshold: 1.0e-03, vectors: 0
lowest eigenvalue: -1.5e-03
largest diagonal: 5.0e-04, max error: 2.0e-03
checks complete
```
